Fixed-cell and zero-stress migration barriers from elastic dipole tensors

For nitrogen hopping in a supercell of 54 iron atoms, with the rough parameters given below, linear elasticity puts the barrier at fixed cell 39 meV below the barrier at zero stress. At 800 K, with equal prefactors, the two barriers give hop rates that differ by a factor of about 1.8. In a cell of 250 iron atoms the gap is 8.5 meV. Neither barrier contains a numerical mistake. They answer different mechanical questions, and their difference follows from the stress in the fixed cell.

**1. Definitions and result**

A periodic supercell of volume V has the shape of the stress-free perfect crystal and holds one defect. Atomic positions are written

r = (1 + ε)X + u,

where X are reference positions, ε is a homogeneous symmetric strain and u are periodic displacements. A symmetric ε suffices because rotating the whole crystal costs no energy. The label a is m for the minimum and s for the first-order saddle, and E_a(ε) is the energy made stationary in u at given ε.

The elastic dipole P_a is defined by

dE_a = −P_a:dε at ε = 0, with A:B = Σ_ij A_ij B_ij.

With tensile stress counted positive, the cell stress is σ_a = (1/V) dE_a/dε, so

P_a = −Vσ_a.

A defect that pushes its surroundings outward has positive P and puts a fixed cell under compression. A code that reports compression as positive needs the opposite sign.

C is the stiffness of the perfect host and S its inverse. For a host with several atoms per primitive cell, C is the relaxed-ion stiffness, with internal coordinates relaxed at each strain. "Fixed cell" means ε = 0 for both states. "Zero stress" means that each state has its own relaxed cell. The result is

ΔE_fixed − ΔE_zero = h/V + O(1/V²),
h = ½(P_s:S:P_s − P_m:S:P_m).   (1)

The assumptions are a stable host, small strains, stationary points that change smoothly with strain, and no long-range electrostatic field from the defect.

**2. Derivation**

*The stress at a saddle.* Let u_a(ε) be the stationary displacements. The chain rule gives

dE_a/dε = ∂E/∂ε + (∂E/∂u)·(du_a/dε) = ∂E/∂ε,

because ∂E/∂u = 0. This uses stationarity and not minimality, so it holds at a saddle too. The stress of the converged saddle configuration therefore gives P_s without any further relaxation.

*Energy as a function of strain.* Split the energy into that of a perfect cell and the energy added by the defect:

E_a(ε) = E_host(ε) + D_a(ε).

The host part is extensive and has no linear term, since the reference shape is stress-free:

E_host(ε) = E_host(0) + (V/2) ε:C:ε + O(Vε³).

The defect part tends to a finite function of strain as V grows, because it describes one defect in a strained crystal:

D_a(ε) = D_a(0) − P_a:ε + ½ ε:M_a:ε + O(ε³).

M_a is the change of stiffness caused by the defect and does not grow with V. Together,

E_a(ε) = E_a(0) − P_a:ε + (V/2) ε:C:ε + ½ ε:M_a:ε + O(Vε³).   (2)

*Relaxing the cell.* Zero stress means dE_a/dε = 0:

−P_a + VC:ε + M_a:ε + O(Vε²) = 0.

The first two terms balance for

ε_a = S:P_a/V.   (3)

With this size of strain, M_a:ε and Vε² are both of order 1/V, while P_a is of order one. They change ε_a at order 1/V². Now insert (3) into (2):

−P_a:ε_a = −P_a:S:P_a/V,
(V/2) ε_a:C:ε_a = (V/2)(1/V²) P_a:S:C:S:P_a = P_a:S:P_a/(2V),

where S:C:S = S was used. The sum is

E_a(ε_a) = E_a(0) − P_a:S:P_a/(2V) + O(1/V²).   (4)

The neglected energies are ½ε:M_a:ε ~ 1/V² and Vε³ ~ 1/V². The order-1/V² error of ε_a itself matters less still, because the quadratic energy is stationary at (3).

*Subtraction.* Write (4) for both states and subtract:

ΔE_zero = ΔE_fixed − (P_s:S:P_s − P_m:S:P_m)/(2V) + O(1/V²),

which is (1). The origin of the inverse volume is visible here: a fixed dipole strains a larger cell less, ε ~ 1/V, and the energy gained is a fixed force times that strain.

Each state gains energy when its cell relaxes, but the barrier can move either way. It rises if the minimum gains more. The difference vanishes at this order if the two values of P:S:P agree, even when the dipoles themselves differ.

*Does the saddle remain a saddle?* Let A = ∂²E/∂u², B = ∂²E/∂u∂ε and K = ∂²E/∂ε², with rigid translation removed. Differentiating ∂E/∂u = 0 along the stationary branch gives du/dε = −A⁻¹B, hence

d²E_a/dε² = K + Bᵀ(du/dε) = K − BᵀA⁻¹B.

The substitution u → u − A⁻¹Bε turns the joint quadratic form in (u, ε) into separate blocks A and K − BᵀA⁻¹B. Such a change of variables preserves the number of negative directions. The second block is VC + M_a plus small strain corrections, and it is positive for a stable host in a large enough cell. The joint problem then has the same number of negative modes as A, one at the saddle.

**3. Cubic hosts**

Split P into its mean diagonal part (tr P/3)·1, its traceless diagonal part dev P, and its shear components. A cubic stiffness acts on these separately: it multiplies the first by C11 + 2C12, the second by C11 − C12 and each tensor shear strain by 2C44. Each shear component occurs twice in the double contraction. Therefore

P:S:P = (tr P)²/[3(C11 + 2C12)] + |dev P|²/(C11 − C12) + (P_yz² + P_xz² + P_xy²)/C44.   (5)

The first term is what a relaxation of volume alone recovers. The others need a relaxation of shape. If Voigt vectors are used, the strain entries must be engineering shears, 2ε_yz and so on, while the dipole entries are plain P_yz.

**4. A third protocol: the cell of the minimum**

A common sequence relaxes the cell at the minimum and freezes it for the saddle search. The saddle energy is then E_s(ε_m) instead of E_s(ε_s). Completing the square in (2) at leading order gives

E_s(ε) = E_s(ε_s) + (V/2)(ε − ε_s):C:(ε − ε_s).

With ε = ε_m and (3), ε_m − ε_s = −S:ΔP/V, where ΔP = P_s − P_m. Hence

ΔE_mincell − ΔE_zero = ΔP:S:ΔP/(2V) ≥ 0   (6)

at leading order. Freezing the cell withholds energy from the saddle but not from the starting minimum. An end minimum with a different dipole P_e is raised in the same way, by (P_e − P_m):S:(P_e − P_m)/(2V). In the iron example of Section 6 the hop turns the short axis from z to x; in the 3³ cell the end minimum is then raised by about 130 meV, and the reverse barrier lies 97 meV below the zero-stress one.

More generally, if both states share one strain ε, the host energy cancels from the barrier and (2) leaves

ΔE(ε) = ΔE_fixed − ΔP:ε,   (7)

to first order in ε. This also covers a fixed cell built with a wrong lattice constant. Such a strain does not shrink as the cell grows, so neither does its error.

**5. What remains: interaction with periodic images**

Equation (1) compares two protocols. It is not the full finite-size error of either, because the defect also feels the strain fields of its images. For a cubic supercell of edge L this contribution follows from continuum elasticity.

Write u(r) = Σ_k u_k exp(ik·r) with k = 2πn/L and n a vector of integers. The elastic energy of the displacements and their coupling to the dipole are

(V/2) Σ_k u_k*·A(k)·u_k − i Σ_k (Pk)·u_k, with A_il(k) = Σ_jm C_ijlm k_j k_m.

At fixed cell k = 0 is absent. Minimization gives u_k = −i A(k)⁻¹Pk/V. The coupling term becomes −g(k)/V and the elastic term +g(k)/(2V), with

g(k) = (Pk)·A(k)⁻¹·(Pk),

so the total is −Σ' g(k)/(2V), the prime excluding n = 0. For an isolated defect the sum becomes an integral over n. Both diverge, because a point dipole has infinite self-energy, but their difference is finite when each carries the same factor exp(−tn²) and t → 0.

Since g depends on direction alone, with angular mean g0, the integral is g0 ∫d³n exp(−tn²). By Poisson summation this equals g0[1 + Σ' exp(−tn²)] up to terms that vanish exponentially. Subtracting,

E_image = (1/2V){g0 − lim Σ' [g(k) − g0] exp(−tn²)}.   (8)

Let b be V times the difference of E_image between saddle and minimum. The leading elastic errors relative to the isolated defect are then

fixed cell: b/V
zero stress: (b − h)/V
cell of the minimum: (b − h + ½ΔP:S:ΔP)/V.   (9)

All three protocols share one limit and approach it as 1/V. Equation (1) depends on the volume of the cell but not on its shape; the image term depends on both.

**6. Nitrogen in bcc iron**

The minimum is an octahedral site with its short axis along z, and the saddle is a tetrahedral site reached by a hop along y. The inputs are round numbers of roughly the right size:

a = 0.287 nm; C11, C12, C44 = 230, 135, 117 GPa
P_m = diag(6, 6, 13) eV; P_s = diag(9, 6, 9) eV.

For the minimum, tr P = 25 eV and dev P = (−7/3, −7/3, 14/3) eV, so |dev P|² = 32.67 eV². Equation (5) gives

P_m:S:P_m = 625/1500 + 32.67/95 = 0.417 + 0.344 = 0.761 eV²/GPa.

For the saddle, tr P = 24 eV and dev P = (1, −2, 1) eV:

P_s:S:P_s = 576/1500 + 6/95 = 0.384 + 0.063 = 0.447 eV²/GPa.

Halving and using 1 GPa nm³ = 6.2415 eV gives 0.0609 and 0.0358 eV nm³, so h = −0.0251 eV nm³. A cell of 3³ cubic units has V = 0.638 nm³, and

h/V = −0.0251/0.638 eV = −39 meV.

The trace terms supply −4 meV of this and the deviatoric terms −35 meV. The traces are nearly equal, but the minimum is strongly tetragonal and the host is soft against that distortion. Relaxing volume without shape would miss most of the effect.

The relaxed strains show the same thing. At the minimum they are −0.20, −0.20 and +1.65 %, at the saddle +0.67, −0.13 and +0.67 %. If the saddle is kept in the cell of the minimum, ΔP = diag(3, 0, −4) eV and (7) gives

−ΔP:ε_m = −[3(−0.00198) − 4(0.0165)] eV = +72 meV

relative to the fixed-cell barrier. This agrees with (1) and (6), which give 39 + 33 meV.

With the image term, the estimated errors against the isolated defect are −14 meV at fixed cell, +25 meV at zero stress and +58 meV in the cell of the minimum. For these inputs the fixed cell is the closest. Section 7 contains a case in which zero stress is closer than the fixed cell, so this is no general ranking.

*How far to trust 39 meV.* These are rough sizes for the 3³ cell:

- Cubic elasticity, taking a third-order constant of magnitude 10·C11: 7 meV.
- A defect stiffness change of C11·a³: 5 meV.
- C11 − C12 lower by 10 % at fixed bulk modulus: h/V moves by −4 meV.
- P_zz of the minimum larger by 0.5 eV: h/V moves by −8.5 meV.
- P_xx and P_zz of the saddle both larger by 0.5 eV: h/V moves by +7 meV. At P_s = diag(12, 6, 12) eV the gap is +12 meV and zero stress is closer than the fixed cell, so both the sign of the gap and the ranking depend on the saddle dipole.
- A lattice constant 0.1 % too large: the fixed-cell barrier moves by −tr ΔP times the strain, here +1 meV. Size and sign depend on the small trace difference: the shift is 0 with both saddle components larger by 0.5 eV and −5 meV at P_s = diag(12, 6, 12) eV, and it grows in proportion to the mismatch.

The first two scale as 1/V². In the 2³ cell they are (27/8)² ≈ 11 times larger, and the cubic estimate becomes about 80 meV beside a linear result of −133 meV. The linear formula is not quantitative there. In the 4³ cell the cubic estimate is about 1 meV beside −17 meV.

*The real material.* The lattice constant and elastic constants are typical of iron near room temperature, and 800 K is a typical nitriding temperature. The dipoles are rough and should be replaced by computed ones. The measured barrier is roughly 0.8 eV, so 39 meV is about 5 % of it. The rate factor of 1.8 assumes equal prefactors, which is a simplification: relaxing the cell strains every host atom by order 1/V and shifts all vibrations, so the harmonic prefactor at zero stress differs from that at fixed cell by a factor that does not shrink with V. It is roughly exp(3γΔΩ/Ω), with γ a mean Grüneisen parameter, Ω the atomic volume and ΔΩ = tr ΔP/(C11 + 2C12). Taking γ ≈ 1.7 gives about 0.87 for the dipoles above and about 2 for P_s = diag(12, 6, 12) eV. In the spring model of Section 7 the logarithm of this ratio is −0.015, −0.017 and −0.017 at L = 4, 6 and 7. One nitrogen per 54 iron atoms is far above the dilute content of nitrided ferrite, which is why the isolated limit is the one wanted. Hot iron also departs from the fixed elastic constants assumed here: a 10 % loss of C11 − C12, taken as an illustration and not as the measured loss at 800 K, adds about 4 meV to the size of the gap, and larger losses add more than in proportion (9 meV for 20 %, 15 meV for 30 %), because the deviatoric term varies as 1/(C11 − C12). To correct a static calculation, however, the constants must come from that same static method.

**7. Atomistic tests**

Equation (1) was tested on a simple cubic lattice of L³ atoms with true-length springs, of constant k between nearest neighbours and k/2 along face diagonals. An interstitial repels the host atoms with energy 2ka² exp(−r/0.12a), where a is the lattice constant. Its minimum is a cube centre and its saddle a face centre. Both states were found by Newton's method in fixed and in relaxed cells, so the energy difference does not rely on (2).

At L = 4, 6 and 8 the differences are 1.9445, 0.5743 and 0.2421 in units of 10⁻⁵ ka². Equation (1), with dipoles from the stress of the same cells, gives 1.9498, 0.5748 and 0.2422. The relative deviations are 0.27, 0.08 and 0.03 %, falling roughly as 1/V, as the neglected terms should. The relaxed strains here are at most 0.04 %, far below the 1.65 % of the iron example, so these small deviations do not carry over to it. With the repulsion raised until the strains at L = 4 reach 1.0 to 1.6 %, (1) deviates by 4 to 9 %, and the saddle keeps its single negative mode. Between L = 4 and L = 8 the difference scales as V to the power −1.002. The trace term alone gives 40 % of h.

At L = 4 there is no negative mode at the minimum and one at the saddle, both with fixed and with relaxed cell. The saddle component P_xx from the stress, 0.061575 ka², agrees with a finite difference of relaxed energies. At L = 6 the excess of the third protocol is 3.903·10⁻⁶ ka², against 3.907·10⁻⁶ from (6).

For the image term, the three fixed-cell barriers were fitted by a constant plus terms in L⁻³ and L⁻⁵. The fitted L⁻³ coefficient is 1.64·10⁻³ ka⁵, and (8) gives 1.69·10⁻³, a difference of 3 %. The fit puts the isolated barrier at 0.0102224 ka². Three small cells fix three parameters, so these values are not converged to the last digit. With cells up to L = 20 the coefficient becomes 1.69·10⁻³, in agreement with (8), and the isolated barrier falls by about 10⁻⁷ to 0.0102223 ka², too little to change the comparison that follows. At L = 4 the fixed cell lies 2.4·10⁻⁵ above this and the zero-stress cell 0.5·10⁻⁵ above it. Here zero stress is the closer protocol, unlike in the iron example.

**8. Use and limits**

1. Converge the minimum and the saddle in the same fixed cell, and record both stress tensors.
2. Subtract the stress of the perfect cell computed with the same settings, and form P = −Vσ. The fixed cell must have the stress-free lattice constant of the method. If the perfect cell is strained by ε from that state, the subtraction does not repair the barrier: first add ΔP:ε to it, as (7) requires. In the spring model at L = 6 with a lattice constant 0.1 % too large, the gap to zero stress is −3.7·10⁻⁵ ka², while h/V alone gives +0.6·10⁻⁵.
3. Take C from the same method and evaluate h, and b if the isolated limit is wanted.
4. Convert between protocols with (1) and (6), or estimate the isolated barrier as ΔE_fixed − b/V.
5. Check the strains from (3). Where they reach a few per cent, as in the 2³ cell, use a larger cell.

The expansion fails when C has a nearly vanishing eigenvalue, because (3) is then no longer small. It also fails when cell relaxation carries the defect to another stationary branch, for instance another magnetic or bonding state, since (2) describes one smooth branch. Charged defects lie outside this derivation. Besides the electrostatic image energy, the stress of a charged periodic cell depends on the convention for the mean potential, which shifts both dipoles by a common isotropic amount δ. In a cubic host this changes h by δ·tr ΔP/(C11 + 2C12), and it changes b as well unless tr ΔP vanishes, so (1) and (9) cannot be applied as they stand. The numerical output for the main cases follows.

Computed results

```
ATOMISTIC TEST MODEL (units a and k*a^2)
C11, C12, C44 [k/a]: 2.0000 0.5000 0.5000
L=4: fixed 0.0102468, zero-stress 0.0102274 [k a^2]
  difference 1.9445e-05, formula 1.9498e-05 [k a^2]
negative modes (min fixed, min relaxed, saddle fixed, saddle relaxed): [0, 0, 1, 1]
saddle Pxx: stress 0.061575, finite diff. 0.061575
L=6: fixed 0.0102298, zero-stress 0.0102241 [k a^2]
  difference 5.7434e-06, formula 5.7480e-06 [k a^2]
L=6 minimum's cell minus zero-stress: 3.9030e-06, formula 3.9070e-06
L=8: fixed 0.0102255, zero-stress 0.0102231 [k a^2]
  difference 2.4210e-06, formula 2.4218e-06 [k a^2]
power of V in the difference, L=4 to 8: -1.0019
pressure-only part of the formula, L=8: 0.402
P min    xx,yy,zz [k a^2]: [0.02794 0.02794 0.02794]
P saddle xx,yy,zz [k a^2]: [0.06141 0.06141 0.00363]
image coefficient [k a^5]: atomistic 1.637e-03, elastic 1.686e-03
extrapolated isolated barrier: 0.0102224 [k a^2]
EXAMPLE: N in bcc Fe, rough round inputs
a = 0.287 nm; C11, C12, C44 = 230.0, 135.0, 117.0 GPa
P min, P saddle (xx,yy,zz) [eV]: [ 6.  6. 13.] [9. 6. 9.]
1 GPa nm^3 = 6.2415 eV
P:S:P/2 min, saddle, difference [eV nm^3]: 0.06092 0.03582 -0.02510
2^3 cell, 16 Fe, V=0.1891 nm^3: fixed - zero-stress = -132.74 meV
3^3 cell, 54 Fe, V=0.6383 nm^3: fixed - zero-stress = -39.33 meV
4^3 cell, 128 Fe, V=1.5130 nm^3: fixed - zero-stress = -16.59 meV
5^3 cell, 250 Fe, V=2.9550 nm^3: fixed - zero-stress = -8.50 meV
3^3 strain at min    [%]: [-0.198 -0.198  1.651]
3^3 strain at saddle [%]: [ 0.666 -0.127  0.666]
3^3 estimated barrier error against isolated defect [meV]:
  fixed cell       -13.87
  zero stress      25.46
  minimum's cell   58.13
3^3 minimum's cell - zero-stress: 32.67 meV
rate factor between fixed and zero-stress at 800 K: 1.769
3^3 neglected effects [meV]:
  cubic elasticity, |C111|=10*C11: 6.88
  defect stiffness C11*a^3:        4.63
  C11-C12 lower by 10 %:           -3.91
  Pzz(min) larger by 0.5 eV:       -8.50
  lattice constant 0.1 % too big:  1.00
```
